# Exponential Relaxation of a Sputtered Atom's Mean Energy in a Gas: a numerical check

```python
# Result under test: an atom (mass m1) in a Maxwellian gas (mass m2, temperature T)
# with isotropic centre-of-mass scattering and a collision frequency nu that does not
# depend on relative speed has mean energy
#   E(t) = Eth + (E0 - Eth) exp(-kappa nu t),  Eth = 3kT/2,
#   kappa = 2 m1 m2 / (m1 + m2)^2.
# Example: copper sputtered into argon. SI units inside, practical units in print.
import numpy as np
from scipy import constants as const

rng = np.random.default_rng(12345)


def energy_fraction(m1, m2):
    return 2 * m1 * m2 / (m1 + m2) ** 2


# ---------- quadrature of the mean energy change in one collision ----------
def mean_change(m1, m2, kT, v1, mean_cos=0.0, power=0):
    """Partners weighted by |g|**power; angular law (1 + 3 mean_cos cos chi)/2."""
    x, w = np.polynomial.hermite_e.hermegauss(24)
    w = w / w.sum()
    grid = np.stack(np.meshgrid(x, x, x, indexing="ij"), -1).reshape(-1, 3)
    weight = np.einsum("i,j,k->ijk", w, w, w).ravel()
    v2 = grid * np.sqrt(kT / m2)
    g = v1 - v2
    speed = np.linalg.norm(g, axis=1)
    centre = (m1 * v1 + m2 * v2) / (m1 + m2)
    c, wc = np.polynomial.legendre.leggauss(4)
    total = np.zeros(len(v2))
    for ci, wi in zip(c, wc):
        for phi in 2 * np.pi * np.arange(6) / 6:
            s = np.sqrt(1 - ci ** 2)
            n = np.array([s * np.cos(phi), s * np.sin(phi), ci])
            prob = wi / 12 * (1 + 3 * mean_cos * (g @ n) / speed)
            after = centre + (m2 / (m1 + m2)) * speed[:, None] * n
            total += prob * 0.5 * m1 * ((after ** 2).sum(1) - v1 @ v1)
    weight = weight * speed ** power
    return (weight @ total) / weight.sum()


worst = 0.0
for m1, m2, kT in [(1.0, 1.0, 1.0), (0.4, 1.3, 0.7), (5.0, 1.0, 2.0)]:
    for v1 in (np.array([0.31, -0.2, 0.1]), np.array([2.3, 1.1, -0.7])):
        for a in (0.0, 0.3):
            energy = 0.5 * m1 * v1 @ v1
            law = -energy_fraction(m1, m2) * (1 - a) * (energy - 1.5 * kT)
            worst = max(worst, abs(mean_change(m1, m2, kT, v1, a) - law))
assert worst < 1e-9
# with frequency proportional to g, an atom at exactly 3kT/2 is not in balance
hard_gain = mean_change(1.0, 1.0, 1.0, np.ones(3), power=1)
assert hard_gain > 0.05

# ---------- example parameters ----------
u, eV, kB = const.atomic_mass, const.e, const.k
mass = {"Al": 26.98 * u, "Cu": 63.55 * u, "W": 183.84 * u}
m1, m2 = mass["Cu"], 39.95 * u
M = m1 + m2
T, pressure = 400.0, 0.010 * const.torr
E0, sigma, gap = 5.0 * eV, 0.2e-18, 0.10
density = pressure / (kB * T)
v0 = np.sqrt(2 * E0 / m1)
nu = density * sigma * v0
kappa = energy_fraction(m1, m2)
tau = 1 / (kappa * nu)
Eth = 1.5 * kB * T
t_double = tau * np.log((E0 - Eth) / Eth)
gas_sd = np.sqrt(kB * T / m2)
cap = v0 + 10 * gas_sd      # upper bound on relative speed


def law_energy(t):
    return Eth + (E0 - Eth) * np.exp(-t / tau)


def energies(v):
    return 0.5 * m1 * (v ** 2).sum(1)


def scatter(v, gas):
    n = rng.normal(size=v.shape)
    n /= np.linalg.norm(n, axis=1)[:, None]
    g = np.linalg.norm(v - gas, axis=1)
    return (m1 * v + m2 * gas) / M + (m2 / M) * g[:, None] * n


def beam(energy_list, count):
    v = np.zeros((count, 3))
    v[:, 0] = np.sqrt(2 * np.resize(energy_list, count) / m1)
    return v


def evolve(v, times, hard=False):
    """Random collisions in time; hard=True makes the frequency n sigma g."""
    v, now, states, hits = v.copy(), 0.0, [], 0
    rate = density * sigma * cap if hard else nu
    for t in times:
        events = rng.poisson(rate * (t - now), len(v))
        for k in range(events.max()):
            idx = np.nonzero(events > k)[0]
            gas = gas_sd * rng.normal(size=(len(idx), 3))
            if hard:
                g = np.linalg.norm(v[idx] - gas, axis=1)
                assert g.max() < cap
                keep = rng.random(len(idx)) < g / cap
                idx, gas = idx[keep], gas[keep]
            v[idx] = scatter(v[idx], gas)
            hits += len(idx)
        now = t
        states.append(v.copy())
    return states, hits


def agrees(sample, expected):
    error = sample.std() / np.sqrt(len(sample))
    return abs(sample.mean() - expected) < 5 * error


# ---------- exponential law for two different initial distributions ----------
count = 100000
times = tau * np.array([0.5, 1.0, 2.0, 3.0, 5.0])
single, _ = evolve(beam([E0], count), times)
mixed_start = beam([0.4 * E0, 1.6 * E0], count)
mixed, _ = evolve(mixed_start, times)
for t, a, b in zip(times, single, mixed):
    assert agrees(energies(a), law_energy(t))
    assert agrees(energies(b), law_energy(t))
    decay = np.exp(-nu * m2 / M * t)
    assert agrees(a[:, 0], v0 * decay)
    assert agrees(b[:, 0], mixed_start[:, 0].mean() * decay)

# ---------- fixed number of collisions ----------
n_fixed = int(round(nu * t_double))
v = beam([E0], count)
for _ in range(n_fixed):
    v = scatter(v, gas_sd * rng.normal(size=v.shape))
E_fixed = Eth + (E0 - Eth) * (1 - kappa) ** n_fixed
assert agrees(energies(v), E_fixed)


# ---------- flights in space, with or without absorbing walls ----------
def fly(t_end, width, number):
    v, x, clock = beam([E0], number), np.zeros(number), np.zeros(number)
    fate = np.full(number, -1)   # -1 flying, 0 time over, 1 substrate, 2 target
    while (fate < 0).any():
        idx = np.nonzero(fate < 0)[0]
        step = rng.exponential(1 / nu, len(idx))
        over = clock[idx] + step >= t_end
        step = np.where(over, t_end - clock[idx], step)
        x[idx] += v[idx, 0] * step
        clock[idx] += step
        fate[idx[over]] = 0
        if np.isfinite(width):
            fate[idx[x[idx] >= width]] = 1
            fate[idx[x[idx] <= 0]] = 2
        idx = idx[fate[idx] < 0]
        v[idx] = scatter(v[idx], gas_sd * rng.normal(size=(len(idx), 3)))
    return x, energies(v), fate


stop_range = v0 * M / (m2 * nu)
x_free, E_free, _ = fly(t_double, np.inf, count)
x_law = stop_range * (1 - np.exp(-nu * m2 / M * t_double))
assert agrees(x_free, x_law)
assert agrees(E_free, 2 * Eth)
_, E_wall, fate = fly(t_double, gap, 2 * count)
E_left, E_arrive = E_wall[fate == 0], E_wall[fate == 1]
assert E_left.mean() + 5 * E_left.std() / np.sqrt(len(E_left)) < 2 * Eth

# ---------- hard spheres: frequency falls as the atom slows ----------
start = np.sqrt(kB * T / m1) * rng.normal(size=(count, 3))
equil, hits = evolve(start, [3 * tau], hard=True)
assert agrees(energies(equil[0]), Eth)
mu = m1 * m2 / M
nu_thermal = density * sigma * np.sqrt(8 * kB * T / (np.pi * mu))
nu_counted = hits / (count * 3 * tau)
assert abs(nu_counted / nu_thermal - 1) < 0.02   # counting noise below 1 percent
hard_times = tau * np.arange(0, 30.5, 0.5)
hard_states, _ = evolve(beam([E0], 40000), hard_times, hard=True)
E_hard = np.array([energies(s).mean() for s in hard_states])
below = np.nonzero(E_hard < 2 * Eth)[0]
assert len(below) > 0
j = below[0]
part = np.log(E_hard[j - 1] / (2 * Eth)) / np.log(E_hard[j - 1] / E_hard[j])
t_hard = hard_times[j - 1] + part * (hard_times[j] - hard_times[j - 1])
assert t_hard > t_double

# ---------- hotter gas at the same pressure ----------
T_hot = 600.0
tau_hot = 1 / (kappa * pressure / (kB * T_hot) * sigma * v0)
Eth_hot = 1.5 * kB * T_hot
t_hot = tau_hot * np.log((E0 - Eth_hot) / Eth_hot)

# ---------- output ----------
print(f"quadrature: worst error (reduced units) {worst:.1e}")
print(f"hard-sphere gain at E=3kT/2, m1=m2: {hard_gain:.3f} kT")
for name, m in mass.items():
    print(f"{name} in Ar: m1 = {m/u:.2f} u, kappa = {energy_fraction(m, m2):.4f}")
print(f"Ar mass: {m2/u:.2f} u")
print(f"pressure: {pressure/const.torr*1e3:.1f} mTorr")
print(f"gas temperature: {T:.0f} K")
print(f"cross-section (rough): {sigma*1e18:.2f} nm2")
print(f"initial energy: {E0/eV:.2f} eV")
print(f"target-substrate gap: {gap*100:.1f} cm")
print(f"gas density: {density*1e-6:.3e} cm^-3")
print(f"initial speed: {v0:.0f} m/s")
print(f"initial mean free path: {v0/nu*100:.2f} cm")
print(f"collision frequency nu: {nu:.3e} s^-1")
print(f"energy relaxation time: {tau*1e6:.2f} us")
print(f"thermal energy 3kT/2: {Eth/eV:.4f} eV")
print(f"time to twice thermal: {t_double*1e6:.1f} us")
print(f"mean collisions by then: {nu*t_double:.2f}")
print(f"mean energy then: {law_energy(t_double)/eV:.4f} eV")
print(f"energy after exactly {n_fixed} collisions: {E_fixed/eV:.4f} eV")
print("t/tau, law, simulated mean, two-energy beam, median (eV):")
for t, a, b in zip(times, single, mixed):
    ea, eb = energies(a) / eV, energies(b) / eV
    print(f" {t/tau:.1f}  {law_energy(t)/eV:.4f}  {ea.mean():.4f}"
          f"  {eb.mean():.4f}  {np.median(ea):.4f}")
print(f"momentum relaxation time: {M/(m2*nu)*1e6:.2f} us")
print(f"limiting mean forward range: {stop_range*100:.2f} cm")
print(f"mean displacement at twice thermal, law: {x_law*100:.2f} cm")
print(f"same, simulated: {x_free.mean()*100:.2f} cm")
print("Neglected effects:")
print(f"hard-sphere thermal frequency: {nu_thermal:.3e} s^-1")
print(f"same, counted: {nu_counted:.3e} s^-1")
print(f"hard-sphere time to twice thermal: {t_hard*1e6:.0f} us")
print(f"ratio to constant-frequency time: {t_hard/t_double:.2f}")
print(f"relaxation time, mean cosine 0.3: {tau/(1-0.3)*1e6:.2f} us")
print(f"relaxation time, gas at {T_hot:.0f} K: {tau_hot*1e6:.2f} us")
print(f"time to twice thermal at {T_hot:.0f} K: {t_hot*1e6:.1f} us")
print("With walls, up to the 400 K twice-thermal time:")
print(f" reached substrate: {100*np.mean(fate == 1):.1f} %")
print(f" returned to target: {100*np.mean(fate == 2):.1f} %")
print(f" mean energy on substrate arrival: {E_arrive.mean()/eV:.2f} eV")
print(f" mean energy of atoms still in gas: {E_left.mean()/eV:.4f} eV")
print(f"initial centre-of-mass energy: {E0*m2/M/eV:.2f} eV")
print("checks complete")
```

Running it gives:

```
quadrature: worst error (reduced units) 1.8e-15
hard-sphere gain at E=3kT/2, m1=m2: 0.115 kT
Al in Ar: m1 = 26.98 u, kappa = 0.4812
Cu in Ar: m1 = 63.55 u, kappa = 0.4740
W in Ar: m1 = 183.84 u, kappa = 0.2933
Ar mass: 39.95 u
pressure: 10.0 mTorr
gas temperature: 400 K
cross-section (rough): 0.20 nm2
initial energy: 5.00 eV
target-substrate gap: 10.0 cm
gas density: 2.414e+14 cm^-3
initial speed: 3896 m/s
initial mean free path: 2.07 cm
collision frequency nu: 1.881e+05 s^-1
energy relaxation time: 11.21 us
thermal energy 3kT/2: 0.0517 eV
time to twice thermal: 51.1 us
mean collisions by then: 9.62
mean energy then: 0.1034 eV
energy after exactly 10 collisions: 0.0597 eV
t/tau, law, simulated mean, two-energy beam, median (eV):
 0.5  3.0530  3.0591  3.0523  3.2928
 1.0  1.8721  1.8840  1.8805  1.2547
 2.0  0.7214  0.7240  0.7264  0.2518
 3.0  0.2981  0.3009  0.3005  0.0942
 5.0  0.0850  0.0855  0.0859  0.0495
momentum relaxation time: 13.77 us
limiting mean forward range: 5.37 cm
mean displacement at twice thermal, law: 5.24 cm
same, simulated: 5.24 cm
Neglected effects:
hard-sphere thermal frequency: 2.837e+04 s^-1
same, counted: 2.840e+04 s^-1
hard-sphere time to twice thermal: 107 us
ratio to constant-frequency time: 2.10
relaxation time, mean cosine 0.3: 16.02 us
relaxation time, gas at 600 K: 16.82 us
time to twice thermal at 600 K: 69.8 us
With walls, up to the 400 K twice-thermal time:
 reached substrate: 8.3 %
 returned to target: 0.7 %
 mean energy on substrate arrival: 2.23 eV
 mean energy of atoms still in gas: 0.0754 eV
initial centre-of-mass energy: 1.93 eV
checks complete
```
